# Chemical Capacitance of an Oxide with Doubly Charged Vacancies and Electrons

A circuit model of a heated oxide memory film needs a capacitor that represents changes in oxygen content. Its value depends on a decision: should the model use the vacancy density, the electron density, or some combination of the two? If the film also contains acceptors, the choice can change the capacitance several times over. For dilute carriers the combination is

\[
C_v=\frac{e^2}{kT}\left(\frac{1}{4c}+\frac1n\right)^{-1}. \tag{1}
\]

Here \(C_v\) is the chemical capacitance per volume, \(c\) the density of mobile oxygen vacancies of charge \(+2e\), \(n\) the density of conduction electrons, and \(e>0\). The factor 4 is the squared charge number of the vacancy.

## What is stored, and against which voltage

When a neutral oxygen atom leaves the oxide, it leaves behind one vacancy and two electrons. The solid remains neutral, so the stored charge is not a net charge. It is the ionic charge, matched by an equal and opposite electronic charge. Per volume, its change is

\[
dq=2e\,dc .
\]

Let \(\mu_O\) be the chemical potential of oxygen per atom. The chemical voltage \(U\), measured against a fixed oxygen reference, is defined by

\[
dU=-\frac{d\mu_O}{2e}. \tag{2}
\]

The 2 is the number of electrons exchanged per oxygen atom. The minus sign makes \(U\) rise when oxygen is removed, so \(q\) and \(U\) rise together and \(C_v=dq/dU\) is positive. This voltage is an electromotive force, not an electrostatic potential drop inside the film.

Temperature is fixed and the material is uniform. A fixed background charge density \(eB\), from dopants for example, is allowed. Neutrality then reads

\[
2c+B=n,\qquad\text{so}\qquad dn=2\,dc. \tag{3}
\]

The background changes the densities but not the relation between their changes.

## First derivation: equal charges and added voltages

Let \(\mu_V\) and \(\mu_e\) be the chemical potentials of vacancies and electrons, and \(\phi\) the electrostatic potential. The full electrochemical potentials are \(\mu_V+2e\phi\) and \(\mu_e-e\phi\). At equilibrium, moving an oxygen atom from the solid to the reservoir costs no free energy:

\[
\mu_O+(\mu_V+2e\phi)+2(\mu_e-e\phi)=\text{constant}.
\]

The constant belongs to the host crystal. The two electrostatic terms cancel because a neutral combination is created. Differentiation gives

\[
d\mu_O=-d\mu_V-2\,d\mu_e .
\]

Inserting this in equation (2) gives

\[
dU=\frac{d\mu_V}{2e}+\frac{d\mu_e}{e}. \tag{4}
\]

The voltage is a sum of a vacancy part and an electron part.

A dilute, non-interacting carrier obeys Boltzmann statistics: its density is proportional to \(\exp(\mu/kT)\), where \(\mu\) is its own chemical potential. Therefore

\[
d\mu_V=kT\frac{dc}{c},\qquad d\mu_e=kT\frac{dn}{n}.
\]

Both changes must now be written in terms of the same stored charge. From \(dq=2e\,dc\) we have \(dc=dq/(2e)\), and from equation (3), \(dn=2\,dc=dq/e\). The two parts of equation (4) become

\[
\frac{d\mu_V}{2e}=\frac{kT}{2e\,c}\,\frac{dq}{2e}
=\frac{kT}{e^2}\frac{dq}{4c},
\qquad
\frac{d\mu_e}{e}=\frac{kT}{e\,n}\,\frac{dq}{e}
=\frac{kT}{e^2}\frac{dq}{n}.
\]

One factor of 2 in the vacancy term appears because a doubly charged particle converts energy to voltage through \(2e\). The other appears because half as many vacancies as electrons carry the same charge. Together they give the squared charge. Adding the voltages,

\[
dU=\frac{kT}{e^2}\left(\frac1{4c}+\frac1n\right)dq ,
\]

and inverting \(dU/dq\) gives equation (1). The electrical picture is two capacitors in series, \(4e^2c/kT\) and \(e^2n/kT\). They take equal charge because the solid is neutral, and their voltages add because a neutral combination, one vacancy and two electrons, must be created.

**Limits.** If \(n\ll4c\), then \(C_v\to e^2n/kT\), and electrons control the storage. This requires holes, which are left out here, to remain much rarer than electrons. If \(n\gg4c\), as with a large donor background, then \(C_v\to4e^2c/kT\), and vacancies control it. Without a background, \(n=2c\) and

\[
\frac1{4c}+\frac1{2c}=\frac3{4c},\qquad C_v=\frac{4e^2c}{3kT}. \tag{5}
\]

The vacancies then take one third of the voltage and the electrons two thirds.

## Second derivation: curvature of a counted free energy

The same result can be reached without assigning a voltage to either carrier. Take a fixed volume \(V\) with \(M\) oxygen sites, \(N\) vacancies of charge \(+ze\), and \(N_e=zN+BV\) electrons. Keeping \(z\) general shows where the squared charge comes from.

The vacancies can be arranged in \(M!/[N!(M-N)!]\) ways. Dilute electrons have the partition function \(Z^{N_e}/N_e!\), where \(Z\) is that of one electron, measured from the band edge \(E_c\). If a vacancy costs the energy \(g\), the free energy is

\[
F=Ng+N_eE_c-kT\ln\frac{M!}{N!(M-N)!}-kT\ln\frac{Z^{N_e}}{N_e!}.
\]

For large numbers, \(d\ln N!/dN\simeq\ln N\). Since \(dN_e/dN=z\), the first derivative is

\[
F'=g+zE_c+kT\ln\frac{N}{M-N}+z\,kT\ln\frac{N_e}{Z}.
\]

Differentiating again produces a second factor \(z\) in the electron term:

\[
F''=kT\left(\frac1N+\frac1{M-N}+\frac{z^2}{N_e}\right)
\simeq kT\left(\frac1N+\frac{z^2}{N_e}\right). \tag{6}
\]

The middle term is dropped because \(N\ll M\).

Moving one neutral atom to the reservoir changes the total free energy by \(F'+\mu\), where \(\mu\) is the atom's chemical potential there. At equilibrium this vanishes, so \(\mu=-F'\). The voltage for \(z\) exchanged electrons is defined by \(dU=-d\mu/(ze)\), which gives \(dU=F''dN/(ze)\). The stored charge is \(dQ=ze\,dN\). Hence

\[
\frac{dQ}{dU}=\frac{z^2e^2}{F''}
=\frac{e^2}{kT}\left(\frac1{z^2N}+\frac1{N_e}\right)^{-1}.
\]

Dividing by \(V\) replaces the numbers by densities, and \(z=2\) gives equation (1). A stiff free energy, one with large curvature, means a small capacitance.

## What each derivation assumes

Both derivations assume equilibrium with the oxygen reservoir, a neutral interior, constant temperature and constant host energies. Both also assume dilute carriers, but they use this in different ways.

The first derivation needs a separate chemical potential for each carrier, depending on that carrier's density alone. In return it shows how the voltage is divided. If one carrier departs from Boltzmann statistics, its term \(kT/c\) or \(kT/n\) can be replaced by the actual derivative \(d\mu_V/dc\) or \(d\mu_e/dn\), and the series rule survives.

The second derivation needs only the free energy of the neutral solid. If the carriers interact, let \(F\) depend on \(N\) and \(N_e\) separately and denote partial derivatives by subscripts. Along the neutral path \(dN_e=z\,dN\), the chain rule gives

\[
F''=F_{NN}+2zF_{NN_e}+z^2F_{N_eN_e}.
\]

The mixed term belongs to neither carrier. The curvature formula \(z^2e^2/F''\) still holds, but a division into one capacitor per carrier, each set by that carrier's density alone, in general needs the mixed term to vanish. An exception is an energy that depends only on the net charge: it has a mixed derivative, but it stays constant along the neutral path and drops out of \(F''\). Apart from such terms the series rule is a result for independent carriers, whereas the curvature formula is more general.

## A heated 50 nm film

The following values are round and rough, in the regime of a reduced strontium titanate memory film heated during switching: \(T=800\) K, thickness \(L=50\) nm, relative permittivity 100, \(c=10^{19}\ \mathrm{cm^{-3}}\) and no background charge. Then \(n=2\times10^{19}\ \mathrm{cm^{-3}}\) and \(kT=0.0689\) eV.

The vacancy part alone is \(4e^2c/kT=93.0\ \mathrm{F/cm^3}\), and the electron part is \(e^2n/kT=46.5\ \mathrm{F/cm^3}\). In series,

\[
C_v=\left(\frac1{93.0}+\frac1{46.5}\right)^{-1}
=31.0\ \mathrm{F/cm^3}.
\]

Multiplying by \(L=5\times10^{-6}\) cm gives \(155\ \mathrm{\mu F/cm^2}\). The dielectric capacitance of the same film is \(1.77\ \mathrm{\mu F/cm^2}\), smaller by a factor of about 87. For equal voltage changes, and with time for oxygen exchange, the composition stores far more charge than the dielectric polarization.

**A compensated film.** Now add \(1.8\times10^{19}\) acceptors per cm³, holding \(c\) and \(T\) fixed. The electron density falls to \(2\times10^{18}\ \mathrm{cm^{-3}}\), and

\[
\left(\frac1{4\times10^{19}}+\frac1{2\times10^{18}}\right)^{-1}
=1.90\times10^{18}\ \mathrm{cm^{-3}} .
\]

The capacitance drops to \(4.4\ \mathrm{F/cm^3}\), a factor of seven, although the number of vacancies is unchanged. Electrons now take about 95% of the voltage. A model that counted vacancies alone would miss this change.

**A finite step.** Without background charge, \(dc/c=dn/n\), so equation (4) becomes \(dU=(3kT/2e)\,dn/n\). Integration from \(n_0\) at \(U=0\) gives

\[
n=n_0\exp\left(\frac{2eU}{3kT}\right).
\]

For \(U=10\) mV the exponent is \(x=0.0967\). The linear charge is \(155\ \mathrm{\mu F/cm^2}\times10\ \mathrm{mV}=1.55\ \mathrm{\mu C/cm^2}\), while the full result is \(1.63\ \mathrm{\mu C/cm^2}\). The excess is 5% of the linear value, as expected from \((e^x-1)/x\simeq1+x/2\). A constant capacitor is therefore suitable for steps of about this size, not for steps of a volt.

For an ideal oxygen gas of pressure \(p\), \(d\mu_O=\tfrac12kT\,d\ln p\), since a molecule contains two atoms. Equation (2) gives \(d\ln p=-4e\,dU/kT\), so the 10 mV step corresponds to lowering the pressure to 0.56 of its initial value. Combining this with the exponential law gives \(n\propto p^{-1/6}\). In a titanate film as strongly reduced as this one, \(p\) is far too low to be supplied by a real gas. It is only a way of expressing \(\mu_O\), which an oxygen-binding electrode could set instead.

The scale \(U/L\) is 0.002 MV/cm, far below a rough breakdown scale of 1 MV/cm. It is a comparison scale, since the equilibrium interior of this uniform film has no such field.

## How quickly the capacitor charges

Let \(i\) be the ionic current density. With no total current, the electronic current is \(-i\). If \(\sigma_V\) and \(\sigma_e\) are the two conductivities, the electrochemical driving forces are

\[
\frac{\nabla(\mu_V+2e\phi)}{2e}=-\frac{i}{\sigma_V},
\qquad
\frac{\nabla(\mu_e-e\phi)}{e}=-\frac{i}{\sigma_e}.
\]

The second sign follows from the negative electron charge together with the opposite current. Adding the equations removes \(\phi\), and by equation (4) the left side becomes \(\nabla U\):

\[
\nabla U=-i\left(\frac1{\sigma_V}+\frac1{\sigma_e}\right).
\]

Charge conservation, \(\partial q/\partial t=-\nabla\cdot i\), and \(\nabla q=C_v\nabla U\) then give a diffusion equation for small changes, with coefficient

\[
D=\frac1{C_v}\,\frac{\sigma_V\sigma_e}{\sigma_V+\sigma_e}.
\]

For fast electrons the conductivity factor reduces to \(\sigma_V=4e^2cD_V/kT\), where \(D_V\) is the vacancy diffusion coefficient. Thus \(D=D_V(1+4c/n)\), which is \(3D_V\) when \(n=2c\).

With a rough \(D_V=8.3\times10^{-7}\ \mathrm{cm^2/s}\) at 800 K, \(D=2.5\times10^{-6}\ \mathrm{cm^2/s}\). If one face exchanges oxygen freely and the other is sealed, the slowest profile is a quarter wave with wavenumber \(k_L=\pi/(2L)\). Its relaxation time is \(1/(Dk_L^2)=4.1\ \mathrm{\mu s}\). Slow surface exchange would lengthen this time. A heating pulse much shorter than the relaxation time leaves most of the film's composition unchanged, so the equilibrium capacitance does not describe the charge stored in such a pulse.

Local neutrality is an approximation here. Let \(\delta c\) and \(\delta n\) be small waves of wavenumber \(k_L\), and \(\varepsilon\) the permittivity. Fast electrons satisfy \(kT\,\delta n/n=e\phi\), and Poisson's equation is \(\varepsilon k_L^2\phi=e(2\delta c-\delta n)\). Eliminating \(\phi\) gives

\[
\delta n=\frac{2\,\delta c}{1+k_L^2\lambda_e^2},\qquad
\lambda_e^2=\frac{\varepsilon kT}{e^2n}.
\]

The vacancy driving energy is \(kT\,\delta c/c+2e\phi=kT(\delta c/c+2\delta n/n)\), so the decay rate is

\[
D_Vk_L^2\left[1+\frac{4c/n}{1+k_L^2\lambda_e^2}\right].
\]

The electron screening length is \(\lambda_e=4.4\) nm, so \(k_L^2\lambda_e^2=0.019\). The relaxation time rises by about 1.2%, from 4.07 to 4.12 µs. This estimate keeps the quarter-wave shape, which is right if the sealed face carries no electric field. Neutrality is then a good approximation for this film. It would fail for one only a few nanometres thick, and in the compensated film, where \(\lambda_e\) is about 14 nm, the same formula already lengthens the time by 18%. If the sealed face is instead a metal contact that holds the potential fixed, a space-charge layer of width \(\lambda=[\varepsilon kT/e^2(4c+n)]^{1/2}\) stores extra vacancies whose electrons go to the metal. For small changes it adds the fraction \((4c/n)\,\lambda/L\) to the stored charge. This is 10% without background and 120% in the compensated film, and the relaxation time grows by about 22% and by a factor of about 3.8 respectively.

## Where the dilute result fails

**Electron degeneracy.** Let \(N_c\) be the effective density of band states and \(\eta\) the electron chemical potential above the band edge divided by \(kT\). Expanding the Fermi integral gives \(n/N_c\simeq e^\eta-e^{2\eta}/\sqrt8\), hence \(\eta\simeq\ln(n/N_c)+n/(\sqrt8N_c)\). The electron term in equation (1) is multiplied by \(1+n/(\sqrt8N_c)\). For a density-of-states mass of 5 electron masses, \(N_c=1.2\times10^{21}\ \mathrm{cm^{-3}}\), and \(C_v\) falls by 0.4%. For a mass of 1 it falls by 4%. The finite number of oxygen sites lowers it by less than 0.01%.

**Interaction.** In the Debye–Hückel estimate, a charge \(ze\) is surrounded by a cloud whose potential at the charge is \(-ze\kappa/(4\pi\varepsilon)\), where \(\kappa^2=e^2(4c+n)/(\varepsilon kT)\). Charging the particle gradually gives half the product of charge and potential, \(-z^2e^2\kappa/(8\pi\varepsilon)\). This attraction softens the free energy. With \(1/\kappa=2.5\) nm it raises \(C_v\) by 4%. Treating electrons as classical point charges makes this an estimate of size.

**Trapping.** A vacancy may hold one electron with binding energy \(E_b\). Let \(c_1\) and \(c_2\) be the densities of singly and doubly charged vacancies. Counting two spin states gives

\[
\frac{c_1}{c_2}=\frac nK,\qquad
K=\frac{N_c}{2}e^{-E_b/kT},\qquad n=2c_2+c_1 .
\]

For an assumed \(E_b=0.1\) eV, 12% of the vacancies are singly charged at 800 K. At fixed total vacancy density \(c_T=c_1+c_2\), and with \(2e\) still counted per removed oxygen atom, \(C_v\) is 8% above equation (5). This overlaps with the interaction estimate, since both describe attraction between the same carriers, so the two corrections should not simply be added.

At 300 K, 80% are singly charged and the excess over equation (5) at that temperature is 46%. The strong-trapping limit explains its size. When \(n\gg K\), \(n\simeq c_1\simeq c_T\) and \(c_2\simeq K\), which is constant. Then \(d(\mu_V+2\mu_e)=2kT\,dc_T/c_T\) instead of \(3kT\,dc_T/c_T\), and the capacitance is 50% larger.

**Real films.** A switching device is hot for a short time and in a limited region, while data are kept near room temperature. If the heat comes from a current through the film, the voltage driving that current can also push vacancies towards one electrode. With ions blocked at the electrodes and no background, a steady driving voltage \(V_d\) makes the densities at the two faces differ by \(\exp(2eV_d/3kT)\), already about a factor of 2 at \(V_d=kT/e\). Unless this voltage is small compared with \(kT/e\), about 0.07 V at 800 K, the composition need not stay uniform, and the capacitance and relaxation time of a uniform film without current cannot be relied on. With a rough migration barrier of 0.6 eV, the relaxation time at 300 K would be about 8 s if trapping were ignored and one face still exchanged oxygen freely. Since most vacancies are then singly charged in this model, that time is a scale and not a prediction. Real films may also contain acceptors and have non-uniform composition. Among the departures sized here, compensation matters most: the chosen acceptor density lowers \(C_v\) sevenfold at fixed \(c\) and \(T\), whereas the other bulk corrections at 800 K are below 10% for the assumed mass of 5 and \(E_b=0.1\) eV. For these values equation (1), with the free-electron density of the compensated material inserted, gives its neutral bulk capacitance at 800 K to within about 10%; equation (5) does not. The margin depends on the trap. The true value exceeds equation (1) by about 30% for \(E_b=0.2\) eV, and by about 75% for a mass of 1 with \(E_b=0.1\) eV. In a 50 nm compensated film the space-charge storage at a metal contact can be as large as the bulk storage. Near room temperature this rule can fail badly, because electrons trapped at vacancies also take part in the storage. The free-electron density alone then gives too small a capacitance, and the curvature formula should be used with trapping included in the free energy. The numerical output below lists the values for the base parameters.

## Table of computed values

```
INPUTS (rough values, reduced strontium titanate regime)
Temperature: 800 K
Thermal energy kT: 0.06894 eV
Film thickness: 50 nm
Vacancy density c: 1e+19 cm^-3
Electron density n: 2e+19 cm^-3
Relative permittivity: 100
Density-of-states mass: 5 electron masses
Trap depth: 0.1 eV
Band gap: 3 eV
Cubic cell edge (3 oxygen sites): 0.39 nm
Vacancy diffusion prefactor: 0.005 cm2/s
Vacancy migration barrier: 0.6 eV
Electron diffusion coefficient at 800 K: 0.01 cm2/s
CAPACITANCE
Vacancy part alone, 4 e^2 c/kT: 92.96 F/cm3
Electron part alone, e^2 n/kT: 46.48 F/cm3
Series result C_v: 30.99 F/cm3
From defect equilibrium: 30.99 F/cm3
Chemical capacitance per area: 154.9 uF/cm2
Dielectric capacitance per area: 1.771 uF/cm2
Ratio chemical/dielectric: 87.49
Vacancy share of voltage: 0.3333
Electron share of voltage: 0.6667
Exponent of n in oxygen pressure: -0.1667
Acceptor density, compensated case: 1.8e+19 cm^-3
Electron density, compensated case: 2e+18 cm^-3
C_v, compensated case: 4.427 F/cm3
FINITE STEP
Voltage step: 10 mV
Oxygen pressure ratio: 0.5598
Charge, linear: 1.549 uC/cm2
Charge, full equilibrium: 1.627 uC/cm2
Excess over linear: 4.99 %
Field scale U/L: 0.002 MV/cm
TRANSPORT
Vacancy diffusion coefficient at 800 K: 8.301e-07 cm2/s
Chemical diffusion coefficient at 800 K: 2.49e-06 cm2/s
Relaxation time at 800 K: 4.069 us
Same with Poisson equation kept: 4.12 us
Relaxation time at 300 K, no trapping: 8.1 s
NEGLECTED EFFECTS (change of C_v unless stated)
Debye length, both carriers: 2.52 nm
Debye length, electrons alone: 4.36 nm
Band density of states at 800 K: 1.22e+21 cm^-3
Degeneracy, mass 5: -0.384 %
Degeneracy, mass 1: -4.12 %
Finite oxygen sites: -0.0066 %
Debye-Hueckel interaction: 4.32 %
Singly charged vacancies, 800 K: 11.6 %
Trapping, 800 K: 7.67 %
Singly charged vacancies, 300 K: 80.3 %
Trapping, 300 K: 45.8 %
Hole/electron density ratio, 800 K: 4.7e-16
```
